# Pulay density mixing: three residuals solve a two-variable linear response

When a self-consistent calculation does not settle, one can try a smaller mixing factor, or combine the densities and residuals already stored. The second choice raises the question of how many to keep. For two density variables with a linear response the answer is definite: three stored residuals that do not lie on one line determine the self-consistent density, even when direct iteration diverges. This note derives the scheme, follows it through a two-layer example and shows where it fails.

## The map and its residual

Let \(n\) be a column of two real density variables. One pass through the calculation takes an input \(n\) to an output

\[
F(n)=b+Jn .
\]

The map is called linear response because output changes are linear in input changes; the constant \(b\) makes it affine. With \(K=I-J\), the residual is

\[
R(n)=F(n)-n=b-Kn .
\]

A fixed point \(n^*\) satisfies \(R(n^*)=0\). Take inputs \(n_i\) with residuals \(R_i\), and coefficients with \(\sum_i c_i=1\). Then

\[
R\Big(\sum_i c_i n_i\Big)=\Big(\sum_i c_i\Big)b-K\sum_i c_i n_i=\sum_i c_iR_i .
\]

The constraint is what makes the constant \(b\) come out correctly. The residual of a combined density is therefore known without another evaluation of \(F\).

## The constrained equations

Pulay mixing chooses the combination with the smallest residual. Define \(B_{ij}=R_i\cdot R_j\), let \(\mathbf 1\) be a column of ones, and make stationary

\[
L=\tfrac12 c^TBc-\lambda(\mathbf 1^Tc-1).
\]

The derivatives with respect to \(c\) and \(\lambda\) give

\[
Bc=\lambda\mathbf 1,\qquad \mathbf 1^Tc=1,
\]

or, as one bordered system,

\[
\begin{pmatrix}B&-\mathbf 1\\-\mathbf 1^T&0\end{pmatrix}
\begin{pmatrix}c\\ \lambda\end{pmatrix}
=\begin{pmatrix}0\\-1\end{pmatrix}.
\]

Multiplying the first equation by \(c^T\) gives \(\lambda=c^TBc=|\sum_i c_iR_i|^2\), so the multiplier is the squared residual that remains. The stationary point is a minimum. Any allowed change \(d\) has \(\mathbf 1^Td=0\), so the linear term \(d^TBc=\lambda d^T\mathbf 1\) vanishes, and what is left is \(\tfrac12d^TBd=\tfrac12|\sum_i d_iR_i|^2\ge0\).

With \(\bar n=\sum_i c_in_i\) and \(\bar R=\sum_i c_iR_i\), the next input is

\[
n_{\rm new}=\bar n+\beta\bar R .
\]

The term with the mixing factor \(\beta\) brings in a direction that the stored densities may lack.

For two residuals, put \(c_1=1-c_2\) and \(\Delta=R_2-R_1\neq0\). Then \(\bar R=R_1+c_2\Delta\), and setting the derivative of \(|\bar R|^2\) to zero gives

\[
2\Delta\cdot(R_1+c_2\Delta)=0,\qquad
c_2=-\frac{R_1\cdot\Delta}{|\Delta|^2}.
\]

This is the point nearest the origin on the line through the two residuals.

## Why three residuals suffice

Three residuals are affinely independent when \(D_1=R_1-R_3\) and \(D_2=R_2-R_3\) are linearly independent. Equivalently, the signed quantity

\[
D=\det[D_1,D_2]
\]

is nonzero; it is twice the signed area of the residual triangle.

The matrix \(B\) is now \(3\times3\) but is built from vectors in a plane. Its rank is at most two, so \(B^{-1}\) does not exist. The bordered matrix is nevertheless invertible. Subtract its third row from the first two, then do the same with columns. The determinant does not change, and the matrix becomes

\[
\begin{pmatrix}G&g&0\\g^T&|R_3|^2&-1\\0&-1&0\end{pmatrix},
\qquad G_{ij}=D_i\cdot D_j,\quad g_i=D_i\cdot R_3 .
\]

The last row has one nonzero entry, \(-1\), in row 4 and column 3, with cofactor sign \(-1\). Their product is \(+1\). The remaining minor is block triangular with determinant \(-\det G\). Since \(G=[D_1,D_2]^T[D_1,D_2]\),

\[
\det(\text{bordered matrix})=-\det G=-D^2 .
\]

To find the minimum, eliminate \(c_3=1-c_1-c_2\) and ask for zero residual:

\[
c_1D_1+c_2D_2=-R_3 .
\]

This has one solution because \(D\ne0\). Cramer's rule gives

\[
c_1=\frac{\det[R_2,R_3]}{D},\quad
c_2=\frac{\det[R_3,R_1]}{D},\quad
c_3=\frac{\det[R_1,R_2]}{D}.
\]

A squared length cannot be below zero, so this is the Pulay solution and \(\lambda=0\). The coefficients are the barycentric coordinates of the origin. Some are negative if the origin lies outside the triangle, and the step is then an extrapolation.

It remains to pass from residuals to densities. Since \(D_i=-K(n_i-n_3)\), two independent vectors lie in the range of \(K\). Hence \(K\) is invertible and \(n^*=K^{-1}b\) is unique. The combined density obeys \(0=\bar R=b-K\bar n\), so \(\bar n=n^*\). Because \(\bar R=0\), the new input equals \(n^*\) for every \(\beta\). No condition on the size of \(J\) was used.

Replacing \(|R|^2\) by \(R^TMR\), with \(M\) positive definite, leaves the three-point result unchanged, because zero is still the minimum and is reached at the same \(c\). With two residuals the minimum is generally nonzero, and the choice of \(M\) matters.

Independent densities alone are not enough. Take \(b=0\), \(K=\mathrm{diag}(1,0)\) and inputs \((0,0),(1,0),(0,1)\). The residuals are \((0,0),(-1,0),(0,0)\), which lie on a line, and every point \((0,y)\) is a fixed point.

## Do the iterations supply such a triangle?

Suppose \(K\) is invertible, \(\beta\neq0\) and \(R_1\neq0\). The first step is \(n_2=n_1+\beta R_1\), so

\[
R_2=R_1-\beta KR_1,\qquad \Delta=-\beta KR_1 .
\]

The two-point formula gives \(c_2=R_1\cdot KR_1/(\beta|KR_1|^2)\), and therefore

\[
\bar R=R_1-\frac{R_1\cdot KR_1}{|KR_1|^2}\,KR_1 .
\]

The third input has \(R_3=\bar R-\beta K\bar R\). As \(\bar R\) lies on the line through \(R_1\) and \(R_2\), the three residuals are collinear if and only if \(K\bar R\) is a multiple of \(KR_1\), that is, if \(\bar R\) is a multiple of \(R_1\), zero included. This happens in two cases:

- **Eigenvector start.** If \(KR_1=kR_1\), then \(\bar R=0\), and two residuals have already found the fixed point.
- **Stall.** If \(R_1\) is not an eigenvector but \(R_1\cdot KR_1=0\), then \(c=(1,0)\) and \(n_3=n_1+\beta R_1=n_2\). The algorithm repeats itself.

A stall occurs for \(K=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\), which turns every vector through a right angle. It cannot occur if the symmetric part of \(K\) is positive definite, since then \(R_1\cdot KR_1>0\).

Changing \(\beta\) in the repeated step does not cure a stall, because the new point stays on the line through \(n_1\) and \(n_2\). A damped step from the latest point, \(n_3=n_2+\beta R_2\), does. Its residual change is \(-\beta KR_2\), which is not parallel to \(KR_1\), because \(R_2=R_1-\beta KR_1\) is not parallel to \(R_1\).

## Pseudocode

```
input: F, n, beta, tolerance, max_steps
history = empty

repeat at most max_steps times:
    R = F(n) - n
    if norm(R) < tolerance: return n
    append (n, R) to history; keep the latest 3

    while history has more than 1 entry and its
          residual differences are dependent:
        remove the oldest entry

    B[i,j] = dot(R_i, R_j)
    s = largest diagonal entry of B
    solve [B/s, -1; -1^T, 0] [c; mu] = [0; -1]
    lambda = s * mu
    n_new = sum c_i * (n_i + beta * R_i)

    if n_new repeats a stored density:
        n_new = n_latest + beta * R_latest
    n = n_new

report failure
```

Dividing \(B\) by \(s\) rescales \(\lambda\) but not \(c\), and it keeps the largest entry equal to one, the size of the border entries, as the residuals shrink. Entries from much smaller residuals remain small. Tests for dependence and repetition need tolerances set by the accuracy of \(F\).

## A two-layer example

Let \(n\) hold the extra electron numbers in two film layers that exchange electrons with a reservoir, so that their total may change. In Hartree atomic units,

\[
F(n)=\chi(v+Un),
\]
\[
\chi=\begin{pmatrix}-4&1\\1&-2\end{pmatrix},\quad
U=\begin{pmatrix}0.8&0.3\\0.3&0.5\end{pmatrix},\quad
v=\begin{pmatrix}-0.04\\-0.04\end{pmatrix}.
\]

Here \(\chi\) is the response of independent electrons, in electrons per hartree; \(U\) is their interaction, in hartree per electron; and \(v\) is an applied potential energy in hartree. The negative diagonal of \(\chi\) says that raising the energy of a layer expels electrons from it. Multiplication gives

\[
J=\chi U=\begin{pmatrix}-2.9&-0.7\\0.2&-0.7\end{pmatrix},\quad
K=\begin{pmatrix}3.9&0.7\\-0.2&1.7\end{pmatrix},\quad
b=\chi v=\begin{pmatrix}0.12\\0.04\end{pmatrix}.
\]

The eigenvalues of \(J\) are \(-2.834\) and \(-0.766\). Undamped iteration multiplies the error component along the first eigenvector by \(-2.834\) at each pass. That eigenvector is proportional to \((1,-0.094)\), so it lies mostly in the first layer: an excess of electrons there is answered by a larger deficit. After 20 updates from zero the residual norm has grown to \(1.5\times10^8\) electrons, a number that shows divergence of the linear map and has no physical meaning for a film.

Now start Pulay mixing from \(n_1=(0,0)\) with \(\beta=0.3\). All densities and residuals below are in electrons. First, \(R_1=b=(0.12,0.04)\), so \(n_2=0.3R_1=(0.036,0.012)\). Then

\[
R_2=b-Kn_2=(0.12-0.1488,\;0.04-0.0132)=(-0.0288,0.0268).
\]

With \(\Delta=(-0.1488,-0.0132)\),

\[
c_2=\frac{0.018384}{0.02231568}=0.8238,\qquad c_1=0.1762 .
\]

The remaining residual norm is \(\sqrt\lambda=0.02924\). Adding \(0.3\bar R\) to \(\bar n\) gives \(n_3=(0.028882,0.018623)\), whose residual is \(R_3=(-0.005677,0.014117)\).

The three residuals have \(D=2.1925\times10^{-3}\) electrons squared. The determinant formula gives, for example,

\[
c_1=\frac{\det[R_2,R_3]}{D}
=\frac{-2.544\times10^{-4}}{2.1925\times10^{-3}}=-0.1160 .
\]

The other coefficients are \(c_2=-0.8762\) and \(c_3=1.9922\). Two are negative, so the fixed point is reached by extrapolation. Since \(n_1=0\),

\[
n_4=-0.8762\,n_2+1.9922\,n_3=(0.02600,0.02659).
\]

Direct solution, with \(\det K=3.9(1.7)+0.7(0.2)=6.77\), gives

\[
n^*=\frac1{6.77}\begin{pmatrix}1.7(0.12)-0.7(0.04)\\0.2(0.12)+3.9(0.04)\end{pmatrix}
=\begin{pmatrix}88/3385\\18/677\end{pmatrix}.
\]

In rational arithmetic \(n_4\) is this same pair of fractions. Three map evaluations determine it; a fourth is needed if the code is to confirm convergence by measuring the residual.

Damped mixing, \(n\to n+\beta R\), with the same start and \(\beta\), needs 25 evaluations to bring the residual norm below \(10^{-9}\) electron. Its error factors are \(1-\beta k\), where \(k=3.834\) and \(1.766\) are the eigenvalues of \(K\). They equal \(-0.150\) and \(0.470\), and the second sets the pace. This \(\beta\) is not the best one for damped mixing: equal and opposite factors, at \(\beta=2/(3.834+1.766)=0.357\), would have magnitude 0.369.

## When the response is not linear

For a smooth nonlinear map let \(K\) now denote \(I-F'(n^*)\), assumed invertible, and place three inputs at \(n_i=n^*+hd_i\), where the fixed vectors \(d_i\) form a triangle. Then

\[
R_i=-hKd_i+h^2q_i+O(h^3),
\]

where \(q_i\) comes from the second derivatives of \(F\). After division by \(h\), the residual triangle tends to one of nonzero area, so the coefficients stay bounded and approach limits \(c_i^0\). Setting \(\sum_i c_iR_i=0\) gives

\[
\bar n-n^*=h\sum_i c_id_i
=h^2K^{-1}\sum_i c_i^0q_i+O(h^3).
\]

The exact one-shot result becomes a local approximation with an error of second order.

To size this in the example, let \(w=v+Un\) and add \(g w_i^2\) to the output of layer \(i\), with the chosen value \(g=5\) electrons per hartree squared. Damped mixing run to a residual below \(10^{-15}\) electron gives the fixed point \((0.02597,0.02758)\). The quadratic map has a second one near \((-0.069,1.580)\), where the added term is no longer a small correction. The first differs from the linear fixed point by \(9.9\times10^{-4}\) electron in norm, or 2.7% of the norm of the linear solution.

With \(d_i=(1,0),(0,1),(-1,-1)\), the three-point error is \(1.152\times10^{-6}\) electron at \(h=10^{-3}\) and \(2.88\times10^{-7}\) at half that \(h\). The ratio is 4.00, as the second-order law requires.

Starting from zero and keeping the latest three entries, nonlinear Pulay mixing gives these residual norms:

| Evaluation | Norm (electrons) |
|---:|---:|
| 1 | \(1.4\times10^{-1}\) |
| 2 | \(4.7\times10^{-2}\) |
| 3 | \(1.5\times10^{-2}\) |
| 4 | \(7.2\times10^{-4}\) |
| 5 | \(6.0\times10^{-6}\) |
| 6 | \(7.9\times10^{-9}\) |
| 7 | \(2.6\times10^{-12}\) |

The fourth residual would vanish for a linear map. Here it is small but finite, and further steps remove it. Damped mixing with the same start, \(\beta\) and threshold of \(10^{-9}\) electron takes 24 evaluations.

## Cost and numerical stability

For \(N\) variables and \(m\) stored entries, the history holds \(2mN\) numbers. If old entries of \(B\) are kept, a new residual costs about \(mN\) multiplications, forming the next density costs a further multiple of \(mN\), and a dense bordered solve costs of order \(m^3\). Each iteration needs one evaluation of \(F\).

Errors in the residuals are amplified when the step extrapolates far outside a thin triangle. Let the measured residuals be \(R_i+e_i\), and let the solver make their combination zero. Then \(\sum_i c_iR_i=-\sum_i c_ie_i\). The left side is \(-K(\bar n-n^*)\), so

\[
\bar n-n^*=K^{-1}\sum_i c_ie_i,\qquad
|\bar n-n^*|\le\|K^{-1}\|\Big(\sum_i|c_i|\Big)\max_i|e_i| .
\]

In the linear example \(\sum_i|c_i|=2.98\), a modest factor. If the origin lies inside the triangle, all \(c_i\ge0\) and the factor is 1, however thin the triangle. If the origin lies outside, at a distance from the long side much larger than the triangle's thickness, the small \(D\) in the denominator of each coefficient makes the factor large. The products in \(B\) add a second difficulty: \(G\) has the square of the condition number of \([D_1,D_2]\). Solving \([D_1,D_2](c_1,c_2)^T=-R_3\) by an orthogonal factorisation avoids that squaring.

## From two layers to a real film

The matrices above are round model values, not a computed film. Even simple electrostatics would restrict them. For uniform sheets of zero thickness at heights \(z_i\) above a grounded plane, with cell area \(A\), one electron in sheet \(j\) makes a field of magnitude \(4\pi/A\) below that sheet and none above it. Hence \(U_{ij}=4\pi\min(z_i,z_j)/A\), and the off-diagonal element equals the smaller diagonal one. Giving non-overlapping layers a finite thickness lowers the diagonal elements and leaves the off-diagonal one unchanged, so it then exceeds the smaller diagonal element. The chosen 0.3 is below the corresponding 0.5.

A real slab calculation also breaks the restriction to two variables. The argument extends to \(N\) variables with \(N+1\) affinely independent residuals, since \(N\) differences must span the space. A short history in a large space still minimises the residual over the stored combinations, but it no longer guarantees the fixed point. The 2.7% shift found here measures the chosen quadratic term; its size in a particular film has to be computed for that film.
